# The j_eff = 1/2 Doublet of a t2g Shell: test program

```python
"""
Result under test: spin-orbit coupling lam*L.S, projected on the t2g orbitals
(yz, zx, xy), gives a doublet at +lam and a quartet at -lam/2. The doublet has
equal orbital weights and isotropic g = -(4 + g_s)/3, i.e. -2 for g_s = 2.
Symbols: lam   one-electron spin-orbit constant (eV)
         gap   eg level above the t2g level before spin-orbit coupling (eV)
         delta tetragonal shift of the xy orbital (eV)
         L, S  orbital and spin angular momentum in units of hbar
         g_s   g factor of the free electron spin (positive)
Matrices act on orbital (x) spin, with spin up first.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import expm

x, y, z = coords = sp.symbols("x y z", real=True)


def gaussian_mean(expression):
    """Mean over unit normal x, y, z; proportional to the sphere average
    for homogeneous polynomials of one fixed degree."""
    total = sp.Integer(0)
    for powers, coefficient in sp.Poly(sp.expand(expression), *coords).terms():
        if all(n % 2 == 0 for n in powers):
            total += coefficient * sp.prod([sp.factorial2(n - 1) for n in powers])
    return complex(sp.N(total))


def angular_momentum(functions):
    """Matrices of -i r x grad between real orthonormal functions."""
    matrices = []
    for i, j in ((1, 2), (2, 0), (0, 1)):
        images = [-sp.I * (coords[i] * sp.diff(f, coords[j])
                           - coords[j] * sp.diff(f, coords[i])) for f in functions]
        matrices.append(np.array([[gaussian_mean(bra * image) for image in images]
                                  for bra in functions]))
    return np.array(matrices)


d_functions = [y * z, z * x, x * y, (x**2 - y**2) / 2,
               (2 * z**2 - x**2 - y**2) / (2 * sp.sqrt(3))]
overlap = np.array([[gaussian_mean(f * g) for g in d_functions] for f in d_functions])
assert np.allclose(overlap, np.eye(5), atol=1e-12)
L_orb = angular_momentum(d_functions)
l_p = angular_momentum([x, y, z])

# Inside t2g the orbital moment is minus that of a p shell.
L_t2g = L_orb[:, :3, :3]
assert np.allclose(L_t2g, -l_p, atol=1e-12)
assert np.allclose(L_t2g[0] @ L_t2g[1] - L_t2g[1] @ L_t2g[0], -1j * L_t2g[2])

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L = np.array([np.kron(m, np.eye(2)) for m in L_orb])
S = np.array([np.kron(np.eye(5), s / 2) for s in pauli])
LS = sum(L[b] @ S[b] for b in range(3))
L6, S6, LS6 = L[:, :6, :6], S[:, :6, :6], LS[:6, :6]


def restrict(operators, states):
    return np.array([states.conj().T @ m @ states for m in operators])


def g_data(moments):
    """Squared g tensor and product g_x g_y g_z of a doublet, basis-free."""
    square = np.array([[2 * np.trace(a @ b).real for b in moments] for a in moments])
    product = 4 * np.trace(moments[0] @ moments[1] @ moments[2]).imag
    return square, product


lam, gap, delta, field = 0.4, 3.0, 0.1, 10.0
g_free = abs(constants.physical_constants["electron g factor"][0])
mu_B = constants.physical_constants["Bohr magneton in eV/T"][0]
hartree = constants.physical_constants["Hartree energy in eV"][0]

# Levels of the projected coupling.
levels, vectors = np.linalg.eigh(lam * LS6)
assert np.allclose(levels, [-lam / 2] * 4 + [lam] * 2, atol=1e-12)
splitting = levels[4] - levels[0]
doublet = vectors[:, 4:]
projector = doublet @ doublet.conj().T

# Closed-form doublet against the diagonalized one.
phi = np.vstack([s for s in pauli]) / np.sqrt(3)
assert np.allclose(phi.conj().T @ phi, np.eye(2))
assert np.allclose(phi @ phi.conj().T, projector, atol=1e-12)
explicit = np.array([0, 1, 0, 1j, 1, 0]) / np.sqrt(3)
assert np.allclose(projector @ explicit, explicit, atol=1e-12)
quartet = vectors[:, :4]
constraint = sum(pauli[a] @ quartet[2 * a:2 * a + 2] for a in range(3))
assert np.allclose(constraint, 0, atol=1e-12)

# The member of the diagonalized doublet with the lowest L_z + 2 S_z.
_, mix = np.linalg.eigh(restrict([L6[2] + 2 * S6[2]], doublet)[0])
plus = doublet @ mix[:, 0]
plus = plus * abs(plus[4]) / plus[4]
assert np.allclose(plus, explicit, atol=1e-12)
weights = [np.sum(abs(plus[2 * a:2 * a + 2])**2) for a in range(3)]
assert np.allclose(weights, 1 / 3)
Lz_plus = (plus.conj() @ L6[2] @ plus).real
Sz_plus = (plus.conj() @ S6[2] @ plus).real

# Spin and orbital parts of the moment, then the g tensor.
assert np.allclose(restrict(S6, phi), -pauli / 6, atol=1e-12)
assert np.allclose(restrict(L6, phi), -2 * pauli / 3, atol=1e-12)
g_values = []
for g_s in (2.0, g_free):
    square, product = g_data(restrict(L6 + g_s * S6, doublet))
    g_signed = np.cbrt(product)
    assert np.allclose(square, g_signed**2 * np.eye(3), atol=1e-11)
    assert abs(g_signed + (4 + g_s) / 3) < 1e-11
    g_values.append(g_signed)
bare_spin_product = g_data(pauli)[1]
assert abs(bare_spin_product - 8) < 1e-12


# Full d shell: the doublet is untouched by eg, the quartet is pushed down.
def d_shell(eg_gap):
    return lam * LS + np.diag([0.0] * 6 + [eg_gap] * 4)


assert np.allclose(LS @ LS, 1.5 * np.eye(10) - 0.5 * LS, atol=1e-12)
for trial_gap in (0.5, gap, 20.0):
    e, v = np.linalg.eigh(d_shell(trial_gap))
    root = np.sqrt((trial_gap + lam / 2)**2 + 6 * lam**2)
    low, high = [(trial_gap - lam / 2 + sign * root) / 2 for sign in (-1, 1)]
    assert np.allclose(e, [low] * 4 + [lam] * 2 + [high] * 4, atol=1e-11)
    assert np.allclose(v[6:, 4:6], 0, atol=1e-10)
    square, product = g_data(restrict(L + 2 * S, v[:, 4:6]))
    assert np.allclose(square, 4 * np.eye(3), atol=1e-10) and abs(product + 8) < 1e-10
e_far = np.linalg.eigvalsh(d_shell(300.0))
excess_coefficient = (e_far[4] - e_far[0] - 1.5 * lam) * 300.0 / lam**2
assert abs(excess_coefficient - 1.5) < 0.01   # next order is lam/gap, about 1e-3
e_full, v_full = np.linalg.eigh(d_shell(gap))
full_splitting = e_full[4] - e_full[0]

# Double-group characters from explicit rotations of orbitals and spin.
characters = {}
for name, axis, angle, xyz_sign in (("fourfold", (0, 0, 1), np.pi / 2, -1),
                                    ("threefold", (1, 1, 1), 2 * np.pi / 3, 1)):
    n = np.array(axis) / np.linalg.norm(axis)
    rotation = expm(-1j * angle * np.einsum("b,bij->ij", n, L + S))
    spin_rotation = expm(-0.5j * angle * np.einsum("b,bij->ij", n, pauli))
    phi_d = np.vstack([phi, np.zeros((4, 2))])
    assert np.allclose(rotation @ phi_d, xyz_sign * phi_d @ spin_rotation, atol=1e-11)
    block = restrict([rotation], v_full[:, 4:6])[0]
    characters[name] = (np.trace(block).real, np.trace(spin_rotation).real)

# Finite field in several directions: the splitting is the same.
zeeman = []
for axis in ((0, 0, 1), (1, 1, 0), (1, 1, 1), (1, -2, 3)):
    n = np.array(axis) / np.linalg.norm(axis)
    term = mu_B * field * np.einsum("b,bij->ij", n, L + g_free * S)
    e = np.linalg.eigvalsh(d_shell(gap) + term)
    zeeman.append(e[5] - e[4])
# Terms cubic in the field are of relative size (mu_B B/lam)^2, about 1e-6.
assert np.allclose(zeeman, (4 + g_free) / 3 * mu_B * field, rtol=1e-5, atol=0)


# Tetragonal shift of xy: isotropy is lost.
def tetragonal_formula(shift):
    theta = 0.5 * np.arctan2(np.sqrt(2) * lam, shift - lam / 2)
    c, s = np.cos(theta), np.sin(theta)
    return c**2, 2 * c**2 - 4 * s**2, -2 * (c**2 + np.sqrt(2) * s * c)


for shift in (-0.3, 0.0, delta, 0.5):
    _, v = np.linalg.eigh(lam * LS6 + np.diag([0, 0, 0, 0, shift, shift]))
    square, product = g_data(restrict(L6 + 2 * S6, v[:, 4:]))
    xy_weight, g_par, g_perp = tetragonal_formula(shift)
    assert np.allclose(square, np.diag([g_perp**2, g_perp**2, g_par**2]), atol=1e-10)
    assert abs(product - g_perp**2 * g_par) < 1e-10
    assert abs(np.sum(abs(v[4:, 4:])**2) / 2 - xy_weight) < 1e-10
    if shift == delta:
        tetra_weight = np.sum(abs(v[4:, 4:])**2) / 2
        tetra_perp = -np.sqrt(square[0, 0])
        tetra_par = product / square[0, 0]

# Five electrons in t2g, in the antisymmetric many-electron space.
annihilators = []
for k in range(6):
    operator = np.eye(1)
    for site in range(6):
        factor = (np.diag([1.0, -1.0]) if site < k else
                  np.array([[0.0, 1.0], [0.0, 0.0]]) if site == k else np.eye(2))
        operator = np.kron(operator, factor)
    annihilators.append(operator)
number = np.diag(sum(a.T @ a for a in annihilators))
five = np.where(np.isclose(number, 5))[0]


def five_electron(matrix):
    total = sum(matrix[i, j] * annihilators[i].T @ annihilators[j]
                for i in range(6) for j in range(6))
    return total[np.ix_(five, five)]


e_five, v_five = np.linalg.eigh(five_electron(lam * LS6))
assert np.allclose(e_five - e_five[0], [0] * 2 + [1.5 * lam] * 4, atol=1e-11)
moments_five = np.array([five_electron(m) for m in L6 + 2 * S6])
square, product = g_data(restrict(moments_five, v_five[:, :2]))
assert np.allclose(square, 4 * np.eye(3), atol=1e-10) and abs(product + 8) < 1e-10
g_five = np.cbrt(product)

print(f"spin-orbit constant lambda: {lam:.3f} eV")
print(f"eg gap Delta: {gap:.3f} eV")
print(f"tetragonal shift delta of xy: {delta:.3f} eV")
print(f"magnetic field: {field:.1f} T")
print(f"Bohr magneton: {mu_B:.6e} eV/T")
print(f"free-spin g_s: {g_free:.6f} (no unit)")
print(f"t2g quartet level: {levels[0]:.4f} eV")
print(f"t2g doublet level: {levels[4]:.4f} eV")
print(f"t2g splitting: {splitting:.4f} eV")
print(f"t2g splitting, converted: {splitting / hartree:.6f} hartree")
print(f"splitting / lambda: {splitting / lam:.4f} (no unit)")
for label, index in (("xy up", 4), ("yz down", 1), ("zx down", 3)):
    re, im = np.round(plus[index].real, 6) + 0.0, np.round(plus[index].imag, 6) + 0.0
    print(f"doublet amplitude {label}: {re:.4f} real, {im:.4f} imaginary")
print("weights yz, zx, xy: " + ", ".join(f"{w:.4f}" for w in weights))
print(f"<L_z> in this state: {Lz_plus:.4f} hbar")
print(f"<S_z> in this state: {Sz_plus:.4f} hbar")
print(f"signed g for g_s = 2: {g_values[0]:.6f} (no unit)")
print(f"signed g for free-spin g_s: {g_values[1]:.6f} (no unit)")
print(f"g_x g_y g_z, doublet with g_s = 2: {g_values[0]**3:.4f} (no unit)")
print(f"g_x g_y g_z, bare spin with g_s = 2: {bare_spin_product:.4f} (no unit)")
for name, (chi_doublet, chi_spin) in characters.items():
    print(f"{name} character: doublet {chi_doublet:.4f}, bare spin {chi_spin:.4f}")
print(f"Zeeman splitting, field along 001: {zeeman[0]:.6e} eV")
print(f"Zeeman splitting, field along 111: {zeeman[2]:.6e} eV")
print(f"full d shell, lower quartet: {e_full[0]:.4f} eV")
print(f"full d shell, doublet: {e_full[4]:.4f} eV")
print(f"full d shell, upper quartet: {e_full[6]:.4f} eV")
print(f"full d shell, doublet minus lower quartet: {full_splitting:.4f} eV")
print(f"increase over the t2g splitting: {full_splitting - splitting:.4f} eV")
print(f"second-order estimate of increase: {1.5 * lam**2 / gap:.4f} eV")
print(f"with delta, xy weight: {tetra_weight:.4f} (no unit)")
print(f"with delta, g parallel to z: {tetra_par:.4f} (no unit)")
print(f"with delta, g perpendicular to z: {tetra_perp:.4f} (no unit)")
print(f"five electrons, excitation energy: {e_five[2] - e_five[0]:.4f} eV")
print(f"five electrons, signed g for g_s = 2: {g_five:.4f} (no unit)")
print("done: every assertion held")
```

It prints:

```
spin-orbit constant lambda: 0.400 eV
eg gap Delta: 3.000 eV
tetragonal shift delta of xy: 0.100 eV
magnetic field: 10.0 T
Bohr magneton: 5.788382e-05 eV/T
free-spin g_s: 2.002319 (no unit)
t2g quartet level: -0.2000 eV
t2g doublet level: 0.4000 eV
t2g splitting: 0.6000 eV
t2g splitting, converted: 0.022050 hartree
splitting / lambda: 1.5000 (no unit)
doublet amplitude xy up: 0.5774 real, 0.0000 imaginary
doublet amplitude yz down: 0.5774 real, 0.0000 imaginary
doublet amplitude zx down: 0.0000 real, 0.5774 imaginary
weights yz, zx, xy: 0.3333, 0.3333, 0.3333
<L_z> in this state: -0.6667 hbar
<S_z> in this state: -0.1667 hbar
signed g for g_s = 2: -2.000000 (no unit)
signed g for free-spin g_s: -2.000773 (no unit)
g_x g_y g_z, doublet with g_s = 2: -8.0000 (no unit)
g_x g_y g_z, bare spin with g_s = 2: 8.0000 (no unit)
fourfold character: doublet -1.4142, bare spin 1.4142
threefold character: doublet 1.0000, bare spin 1.0000
Zeeman splitting, field along 001: 1.158124e-03 eV
Zeeman splitting, field along 111: 1.158122e-03 eV
full d shell, lower quartet: -0.2733 eV
full d shell, doublet: 0.4000 eV
full d shell, upper quartet: 3.0733 eV
full d shell, doublet minus lower quartet: 0.6733 eV
increase over the t2g splitting: 0.0733 eV
second-order estimate of increase: 0.0800 eV
with delta, xy weight: 0.4130 (no unit)
with delta, g parallel to z: -1.5222 (no unit)
with delta, g perpendicular to z: -2.2185 (no unit)
five electrons, excitation energy: 0.6000 eV
five electrons, signed g for g_s = 2: -2.0000 (no unit)
done: every assertion held
```
